# The Bardeen-Pines interaction between electrons in jellium, part 1

(Sections cited here and not found follow in the later parts.)

A pairing code needs the interaction between two electrons as a function of the momentum $q$ and the energy $\omega$ that they exchange. The statically screened Coulomb potential $W(q)$ is repulsive at every $q$ and contains no phonon. Adding to it the exchange of an ion vibration with the bare coupling and the bare frequency goes wrong in two ways. For the model metal of section 10 at $q=k_F$, the pole then sits at the ion plasma frequency, 57.4 meV, while the longitudinal mode of the metal is at 33.2 meV. The static value comes out as $W-4\pi/q^2=10.27-30.71=-20.4$ Ha bohr$^3$, while the consistent mean-field value is zero. The fault is that the electrons were allowed to screen the direct repulsion but not the ions. The total dielectric function screens everything once. For a cold ion fluid in mean field it gives an interaction that is negative at real frequencies below the phonon frequency, zero in the static limit, and never negative at Matsubara frequencies. Section 9 shows that each of these properties can fail when the ions feel a further restoring force.

## 1. Model and conventions

Hartree atomic units are used: $\hbar=m_e=e=4\pi\epsilon_0=1$, so the ion mass $M$ is measured in electron masses and the Fermi velocity equals the Fermi wavevector, $v_F=k_F$. The electrons have density $n=k_F^3/3\pi^2$ and charge $-1$. The ions have charge $+Z$ and, by neutrality, density $n_i=n/Z$. Every perturbation varies as $e^{i\mathbf q\cdot\mathbf r-izt}$ with $\operatorname{Im}z>0$, so that it grows from zero in the remote past; a real frequency means the retarded limit $z=\omega+i0$. The normalization volume is one. The Coulomb potential is $v(q)=4\pi/q^2$, and all interactions have the unit Ha bohr$^3$.

Three assumptions define the model.

(a) Mean field. Each species responds as a non-interacting system to the total electrostatic potential (the random-phase approximation, RPA). Exchange, correlation and vertex corrections are dropped.

(b) The ions form a cold, structureless fluid. The only force on an ion is the mean electric field: no pressure, no shear, no short-range repulsion, no lattice.

(c) The electrons follow the perturbation instantaneously, which needs $\omega\ll qv_F$. Section 7 removes this assumption and section 9 relaxes (b).

## 2. Ion response

An external charge density $\rho_{\rm ext}$ induces changes $\delta n_i$ and $\delta n_e$ of the number densities. Poisson's equation $\nabla^2\phi=-4\pi\rho$ becomes $q^2\phi=4\pi\rho$, so
$$\phi=v\,(\rho_{\rm ext}+Z\delta n_i-\delta n_e).\tag{1}$$
The dielectric function is defined by $\phi=v\rho_{\rm ext}/\epsilon$.

Let $\boldsymbol\xi$ be the displacement of the ion fluid. By (b), Newton's law is $M\ddot{\boldsymbol\xi}=-Z\nabla\phi=-i\mathbf qZ\phi$. Conservation of ions, to first order in the displacement, gives $\delta n_i=-n_i\nabla\cdot\boldsymbol\xi=-in_i\,\mathbf q\cdot\boldsymbol\xi$. Two time derivatives of the second relation, with the first inserted, give
$$\delta\ddot n_i=-in_i\,\mathbf q\cdot\frac{-i\mathbf qZ\phi}{M}=-\frac{n_iZq^2}{M}\,\phi ,\tag{2}$$
since $(-i)^2=-1$. With $\partial_t^2\to-z^2$ this is $\delta n_i=n_iZq^2\phi/(Mz^2)$. Multiplying by $vZ=4\pi Z/q^2$ cancels $q^2$:
$$vZ\,\delta n_i=\frac{\Omega^2}{z^2}\,\phi,\qquad \Omega^2=\frac{4\pi n_iZ^2}{M}=\frac{4\pi nZ}{M}.\tag{3}$$
$\Omega$ is the ion plasma frequency. It carries $Z^2$ with the ion density and $Z$ with the electron density. The response (3) diverges as $z\to0$, because a free ion under a constant force is displaced without limit. The static zero of the interaction comes from this divergence.

## 3. Electron response

An electron has potential energy $U=-\phi$. The one-particle density matrix obeys $i\partial_t\hat\rho=[H_0+U,\hat\rho]$, and its unperturbed form is diagonal in plane waves with occupations $f_k=\theta(k_F-k)$. The first-order element between $\mathbf k+\mathbf q$ and $\mathbf k$ then satisfies $z\,\delta\rho=\Delta\,\delta\rho+U(f_{\mathbf k}-f_{\mathbf k+\mathbf q})$, where $\Delta=E_{\mathbf k+\mathbf q}-E_{\mathbf k}=\mathbf k\cdot\mathbf q+q^2/2$. Summing $\delta\rho$ over $\mathbf k$ and two spins gives $\delta n_e=\chi_0U=-\chi_0\phi$ with
$$\chi_0(q,z)=2\!\int\!\frac{d^3k}{(2\pi)^3}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{z-\Delta}.\tag{4}$$

The substitution $\mathbf k\to-\mathbf k-\mathbf q$ exchanges the two occupations and reverses the sign of $\Delta$. It yields two further forms. Applied to the whole integrand and averaged with the original, it gives $\tfrac12[1/(z-\Delta)-1/(z+\Delta)]=\Delta/(z^2-\Delta^2)$, so
$$\chi_0=2\!\int\!\frac{d^3k}{(2\pi)^3}\,\frac{(f_{\mathbf k}-f_{\mathbf k+\mathbf q})\,\Delta}{z^2-\Delta^2}.\tag{5}$$
The numerator is non-negative, because $f$ does not increase with energy. Hence $\chi_0(q,0)<0$ at every $q$. Applied to the term with $f_{\mathbf k+\mathbf q}$ alone, the substitution gives an integral over the Fermi sphere, with $2\cdot2\pi/(2\pi)^3=1/2\pi^2$ after the azimuthal integration:
$$\chi_0=\frac1{2\pi^2}\int_0^{k_F}\!k^2dk\int_{-1}^{1}\!d\cos\theta\left[\frac1{z-\Delta}-\frac1{z+\Delta}\right].\tag{6}$$

Set $k=k_Ft$, $x=q/2k_F$, $u=z/qk_F$ and $y=t\cos\theta$. Then $\Delta=qk_F(y+x)$, and the bracket equals $-(qk_F)^{-1}[1/(y+x-u)+1/(y+x+u)]$. Therefore $\chi_0=-(k_F^2/2\pi^2q)\,[I(x-u)+I(x+u)]$ with
$$I(a)=\int_0^1\!t\,dt\int_{-t}^{t}\!\frac{dy}{y+a}=\int_{-1}^{1}\!dy\,\frac{1-y^2}{2\,(y+a)} .$$
The second form follows by exchanging the order of integration: at fixed $y$, $t$ runs from $|y|$ to 1 and $\int t\,dt=(1-y^2)/2$. Writing $1-y^2=(1-a^2)+(a-y)(a+y)$ splits the integrand into a logarithmic part and a polynomial part $(a-y)/2$ whose integral is $a$:
$$I(a)=\tfrac12h(a)+a,\qquad h(a)=(1-a^2)\,[\ln(a+1)-\ln(a-1)].$$
Along the path, $y+a$ keeps the non-zero imaginary part of $a$ and never crosses the negative real axis, so both logarithms are principal values. The polynomial parts add to $2x$, and the prefactor is $k_F^2/2\pi^2q=(k_F/\pi^2)/4x$. The Lindhard function is
$$\chi_0(q,z)=-\frac{k_F}{\pi^2}\left[\frac12+\frac{h(x-u)+h(x+u)}{8x}\right].\tag{7}$$
The program tests (7) against direct quadrature of (6) at four complex frequencies, to $10^{-8}$ relative to (7).

At $z\to i0$ the imaginary parts of the two terms cancel and the bracket becomes
$$F(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right| .$$
For $x\to0$ the logarithm is $2x$ and $F\to1$. For $x\le1$ the second term is non-negative, so $F\ge\tfrac12$. The prefactor is the compressibility of the free gas: $n=(2E_F)^{3/2}/3\pi^2$ gives $dn/dE_F=(2E_F)^{1/2}/\pi^2=k_F/\pi^2$. The static electronic dielectric function is
$$\epsilon_{\rm el}(q)=1-v\chi_0(q,0)=1+\frac{\kappa^2}{q^2}F(x),\qquad\kappa^2=\frac{4k_F}{\pi},\tag{8}$$
and the Thomas-Fermi form sets $F=1$. The results (9), (10) and (12) to (17) use only $\epsilon_{\rm el}>1$, which holds for both forms.

## 4. Total dielectric function and the phonon

Under (c), $-v\,\delta n_e=v\chi_0(q,0)\phi=-(\epsilon_{\rm el}-1)\phi$. Inserting this and (3) into (1) at real frequency gives $\phi=v\rho_{\rm ext}+(\Omega^2/\omega^2)\phi-(\epsilon_{\rm el}-1)\phi$. Collecting $\phi$ on the left,
$$\epsilon(q,\omega)=\epsilon_{\rm el}(q)-\frac{\Omega^2}{\omega^2}.\tag{9}$$
The two polarizations add because both species respond to the same total $\phi$.

A free oscillation has $\phi\neq0$ with $\rho_{\rm ext}=0$, which requires $\epsilon=0$:
$$\omega_q^2=\frac{\Omega^2}{\epsilon_{\rm el}(q)}.\tag{10}$$
In Thomas-Fermi form $\omega_q^2=\Omega^2q^2/(q^2+\kappa^2)$. For $q\ll\kappa$ this is sound, $\omega_q=cq$, with
$$c^2=\frac{\Omega^2}{\kappa^2}=\frac{4\pi Z}{M}\,\frac{k_F^3}{3\pi^2}\,\frac{\pi}{4k_F}=\frac{Z}{3M}\,v_F^2,\tag{11}$$
the Bohm-Staver speed. For $q\gg\kappa$ screening is ineffective and $\omega_q\to\Omega$.

Assumption (c) can now be checked at the phonon frequency. From (8) and (10), $(\omega_q/qv_F)^2=(c/v_F)^2\kappa^2/(q^2+\kappa^2F)$. For $q\le2k_F$, $F\ge\tfrac12$ bounds this by $2(c/v_F)^2=2Z/3M$. The small parameter of the adiabatic treatment is $c/v_F=\sqrt{Z/3M}$.

## 5. The interaction and its sign

Let one electron act as the source, with density component $n_1$, so that $\rho_{\rm ext}=-n_1$ and $\phi=-vn_1/\epsilon$. A second electron has energy $-\phi=+vn_1/\epsilon$. The interaction is therefore $V=v/\epsilon$, the same as between two equal test charges. That the two electrons are indistinguishable from the screening electrons is ignored, which is part of (a). In a scattering event, $q$ is the momentum transfer and $\omega$ the energy transfer.

From (9) and (10), $\epsilon=\epsilon_{\rm el}(1-\omega_q^2/\omega^2)=\epsilon_{\rm el}(\omega^2-\omega_q^2)/\omega^2$. With $W=v/\epsilon_{\rm el}$,
$$V(q,\omega)=W\,\frac{\omega^2}{\omega^2-\omega_q^2}=W\left[1+\frac{\omega_q^2}{\omega^2-\omega_q^2}\right].\tag{12}$$
The second form follows from $\omega^2=(\omega^2-\omega_q^2)+\omega_q^2$. This is the Bardeen-Pines interaction; in Thomas-Fermi form $W=4\pi/(q^2+\kappa^2)$. Since $W>0$, at fixed $q>0$ and under (a) to (c): $V<0$ for $0<\omega<\omega_q$, $V>0$ for $\omega>\omega_q$, $V\to W$ for $\omega_q\ll\omega\ll qv_F$, and $V\to0$ for $\omega\to0$.

The induced charges show the mechanism. Let $r=\omega/\omega_q$, so that $\Omega^2/\omega^2=\epsilon_{\rm el}/r^2$ and $1/\epsilon=r^2/[\epsilon_{\rm el}(r^2-1)]$. Dividing the two induced terms of (1) by $v\rho_{\rm ext}=\epsilon\phi$ gives
$$\frac{\rho_{\rm ion}}{\rho_{\rm ext}}=\frac{\Omega^2/\omega^2}{\epsilon}=\frac{1}{r^2-1},\qquad
\frac{\rho_{\rm el}}{\rho_{\rm ext}}=-\frac{\epsilon_{\rm el}-1}{\epsilon}=-\Big(1-\frac1{\epsilon_{\rm el}}\Big)\frac{r^2}{r^2-1},\tag{13}$$
with $\rho_{\rm ion}=Z\delta n_i$ and $\rho_{\rm el}=-\delta n_e$. By (1), the sum of the two ratios is $1/\epsilon-1$. For $0<r<1$, $1/\epsilon$ is negative and the sum lies below $-1$: the induced charge is opposite to the source and larger than it. This is overscreening. The ion ratio alone is below $-1$. The electron ratio is positive there, because the electrons screen the net charge $\rho_{\rm ext}+\rho_{\rm ion}$, whose sign is already reversed. They reduce that charge by the factor $1/\epsilon_{\rm el}$ and cannot reverse it again.

The same content appears in the time domain. With static electrons, (1) reads $\phi=W(\rho_{\rm ext}+\rho_{\rm ion})$. Multiplying (2) by $Z$ and using $n_iZ^2q^2W/M=\Omega^2/\epsilon_{\rm el}$ gives
$$\ddot\rho_{\rm ion}=-\omega_q^2\,(\rho_{\rm ion}+\rho_{\rm ext}).\tag{14}$$
This is an oscillator whose equilibrium point is $-\rho_{\rm ext}$. A source switched on slowly is cancelled exactly, since the ions follow the equilibrium point, where the only force on them vanishes; then $\phi=0$, the electrons have nothing to respond to, and (13) gives the ratios $-1$ and $0$. Under a harmonic drive, (14) gives a net charge $\rho_{\rm ion}+\rho_{\rm ext}=r^2\rho_{\rm ion}$, with the sign of the ion charge. Below resonance an oscillator follows its moving equilibrium point in phase and with amplitude enlarged by $1/(1-r^2)$, so the ion charge is opposite to the source and overshoots it. Above resonance the phase is reversed and the ion charge reinforces the source.

For $r\ll1$, (12) gives $V=-Wr^2/(1-r^2)$, and $Wr^2=(v/\epsilon_{\rm el})\,\omega^2\epsilon_{\rm el}/\Omega^2=v\omega^2/\Omega^2$. To leading order in $r^2$,
$$V\simeq-\frac{4\pi\,\omega^2}{q^2\Omega^2},\tag{15}$$
which does not depend on the electrons. The zero is a limit at fixed $q$ and is not uniform near the origin of the $(q,\omega)$ plane. Along a ray $\omega=wq$ with $w\ll v_F$, the factor $q^2$ cancels in $\omega^2/(\omega^2-\omega_q^2)$, and for $q\to0$ one has $W\to4\pi/\kappa^2$ and $\omega_q\to cq$, so $V\to(4\pi/\kappa^2)\,w^2/(w^2-c^2)$. The limiting value depends on the direction of approach. It is negative for $0<w<c$, positive for $w>c$, and zero only for $w=0$.

The program tests (12) and (13) without using (c). It gives the electrons an equation of motion with their true mass, $\delta\ddot n_e=-\beta^2q^2\delta n_e+nq^2\phi$, which follows from the steps leading to (2) with charge $-1$, mass 1 and a pressure force with $\beta^2=n/(dn/dE_F)=v_F^2/3$. Its static limit is $v\,\delta n_e=(4\pi n/\beta^2q^2)\phi=(\kappa^2/q^2)\phi$, the Thomas-Fermi response; at electronic frequencies this fluid is only a model. The two coupled fluids start at rest and are propagated in time under a source $e^{-izt}$, $z=(r+0.02i)\omega_q$, until it has grown by $e^{25}$. The potential and both charges agree with (12) and (13), continued to complex $z$, to $10^{-3}$ relative to the formulas, for three wavevectors and five values of $r$, and the sign of the real part of the potential is asserted. The ray limit is tested the same way at $q=0.02k_F$, and (10) and (11) are tested by diagonalizing the two-fluid equations.

For a cold ion fluid and instantaneous electrons in mean field, the interaction (12) is attractive at real frequencies below the phonon frequency, repulsive above it, and zero in the static limit at fixed $q>0$. It remains to recover this result as phonon exchange, to include dynamic electrons, to treat imaginary frequencies and pairing, and to see what a further restoring force on the ions changes.
